\section*{Why Classical Transition-State Theory Cannot Underestimate the Classical Hop Rate}

\section{The question}

An atom next to a vacancy vibrates for a long time and then hops into it. Transition-state theory (TST) computes the hop rate from equilibrium statistics alone: it places a dividing surface between the two sites and counts how often atoms pass through it in the forward direction. Real trajectories may turn round and pass through again. Why does ignoring this push the computed rate in one direction and never in the other?

The comparison needs a definition of a hop that does not refer to the dividing surface. Let $A$ be the set of states in which the atom is in the left well with energy well below the barrier top, and $B$ the corresponding set in the right well. In these sets the atom is called settled. A hop from $A$ to $B$ is a passage that leaves $A$ and next settles in $B$, whatever happens in between. The motion is classical, the potential $V$ is given, and the system is in stationary equilibrium at temperature $T$. ``Exact'' below means exact for this classical dynamics.

\section{The mechanism: crossings outnumber hops}

Let $S$ be any surface with $A$ on its left and $B$ on its right. Cut a long trajectory into segments, each running from one settled visit to the next. The path is continuous, so forward and backward crossings of $S$ alternate. This leaves four kinds of segment:
\begin{itemize}
\item $A\to B$: $m$ backward and $m+1$ forward crossings, $m\ge 0$;
\item $B\to A$: $m+1$ backward and $m$ forward crossings;
\item $A\to A$ and $B\to B$: $m$ crossings in each direction.
\end{itemize}
Every $A\to B$ hop contains at least one forward crossing, and the other segments contain zero or more. If a trajectory of duration $\mathcal T$ has $N_{AB}$ hops and $N_+$ forward crossings, then
\begin{equation}
N_{AB}\le N_+ +1 .
\end{equation}
The 1 allows for a hop already under way when the observation began. Dividing by $\mathcal T$ and letting $\mathcal T\to\infty$ removes it:
\begin{equation}
\nu_{AB}\le\nu_+ .
\label{bound}
\end{equation}
Here $\nu_{AB}$ is the hop flux and $\nu_+$ the one-way crossing flux, both per atom and unit time. This is the origin of the one-sided error. TST counts every forward crossing as a hop. It can count one hop several times, and it can count an attempt that failed, but it cannot miss a hop, because no path from $A$ to $B$ avoids $S$. The argument uses continuity alone, so it holds equally for many coordinates.

\section{The formula}

\subsection{One-way flux}

Take one coordinate $x$, mass $m$, and the surface $x=s$. An atom with velocity $v>0$ crosses during $dt$ if it starts within $v\,dt$ to the left of $s$. In equilibrium, position and velocity are independent, so
\begin{align}
\nu_+&=\frac{e^{-V(s)/k_BT}}{\int e^{-V(x)/k_BT}dx}
\int_0^\infty v\,\sqrt{\frac{m}{2\pi k_BT}}\;e^{-mv^2/2k_BT}\,dv\nonumber\\
&=\sqrt{\frac{k_BT}{2\pi m}}\;
\frac{e^{-V(s)/k_BT}}{\int e^{-V(x)/k_BT}dx},
\label{flux}
\end{align}
since $\int_0^\infty v\,e^{-mv^2/2k_BT}dv=k_BT/m$. No friction constant appears: friction changes what an atom does after crossing, but not the equilibrium number of crossings.

A rate is a flux per reactant atom. Let $p_A$ be the fraction of time during which the atom was last settled in $A$. Then $k=\nu_{AB}/p_A$ and $k_{\rm TST}=\nu_+/p_A$, and (\ref{bound}) gives $k\le k_{\rm TST}$. If the TST flux is instead divided by the population $p_<$ to the left of $S$, the ratio $k/k_{\rm TST}$ acquires a factor $p_</p_A$. The strict inequality is therefore one between fluxes; for rates it holds up to the small difference between these populations. In a symmetric double well $p_A=1/2$, and this value is used throughout the example.

\subsection{The correction factor}

Let $\chi_B=1$ if the atom next settles in $B$ after a given crossing, and $\chi_B=0$ otherwise. Count forward crossings as $+1$, backward ones as $-1$, and keep those with $\chi_B=1$. An $A\to B$ segment gives $(m+1)-m=1$, a $B\to B$ segment gives $m-m=0$, and segments ending in $A$ are discarded. The sum is the number of hops:
\begin{equation}
\nu_{AB}=\langle v\,\delta(x-s)\,\chi_B\rangle .
\end{equation}
Let $P_+$ and $P_-$ be the probabilities that a forward and a backward crossing next lead to $B$. The velocity distribution is even, so the backward flux equals $\nu_+$, and
\begin{equation}
\nu_{AB}=\nu_+P_+-\nu_+P_-,\qquad
\kappa\equiv\frac{k}{k_{\rm TST}}=P_+-P_- .
\label{kappa}
\end{equation}
Since $P_+\le1$ and $P_-\ge0$, $\kappa\le1$; since a number of hops is not negative, $\kappa\ge0$. The value $\kappa=1$ requires $P_+=1$ and $P_-=0$. A path that crosses both forward and backward, in either order, before settling has a single destination, which contradicts one of these two conditions. Equality therefore means that recrossing has zero probability.

The definition of $\nu_{AB}$ does not mention $S$, whereas $\nu_+$ depends on it. Every admissible surface gives an upper bound, and the lowest bound is the best. In one dimension (\ref{flux}) is smallest where $V(s)$ is largest, at the barrier top.

\section{What makes trajectories recross}

Represent the surrounding lattice by Langevin friction $\gamma$,
\begin{equation}
\dot v=-V'(x)/m-\gamma v+R(t),\qquad
\langle R(t)R(t')\rangle=\frac{2\gamma k_BT}{m}\,\delta(t-t'),
\end{equation}
where the noise strength is the one that maintains temperature $T$.

\subsection{Strong friction}

Near the top, placed at $x=0$, $-V'/m=\omega_b^2x$. Define $\lambda>0$ by $\lambda(\lambda+\gamma)=\omega_b^2$, and let $w=v+(\lambda+\gamma)x$. Then
\begin{equation}
\dot w=\omega_b^2x-\gamma v+R+(\lambda+\gamma)v
=\lambda\left(v+\frac{\omega_b^2}{\lambda}x\right)+R=\lambda w+R .
\end{equation}
For a start at $x=0$ with velocity $v_0$, $w\,e^{-\lambda t}$ tends to $v_0+\int_0^\infty e^{-\lambda t}R\,dt$, whose sign decides the side on which the atom ends. The integral is Gaussian with variance
\begin{equation}
\sigma^2=\frac{2\gamma k_BT}{m}\int_0^\infty e^{-2\lambda t}dt
=\frac{\gamma}{\lambda}\,u^2,\qquad u^2=\frac{k_BT}{m}.
\end{equation}
A start with $v_0>0$ ends on the right with probability $\frac12[1+\mathrm{erf}(v_0/\sqrt2\sigma)]$, and one with $-v_0$ with probability $\frac12[1-\mathrm{erf}(v_0/\sqrt2\sigma)]$. The difference is the error function. Crossing speeds have the flux-weighted density $(v_0/u^2)e^{-v_0^2/2u^2}$, so integration by parts gives
\begin{align}
\kappa&=\int_0^\infty\frac{v_0}{u^2}e^{-v_0^2/2u^2}\,
\mathrm{erf}\!\left(\frac{v_0}{\sqrt2\sigma}\right)dv_0
=\sqrt{\frac{2}{\pi}}\frac1\sigma\int_0^\infty
e^{-\frac{v_0^2}{2}\left(\frac1{u^2}+\frac1{\sigma^2}\right)}dv_0\nonumber\\
&=\frac{u}{\sqrt{u^2+\sigma^2}}=\sqrt{\frac{\lambda}{\lambda+\gamma}}
=\frac{\lambda}{\omega_b},\qquad
\lambda=-\frac\gamma2+\sqrt{\frac{\gamma^2}{4}+\omega_b^2}.
\label{kramers}
\end{align}
This is Kramers' result for a parabolic barrier. It tends to 1 for $\gamma\ll\omega_b$ and to $\omega_b/\gamma$ for $\gamma\gg\omega_b$, where random kicks reverse the velocity repeatedly before the atom has left the top.

\subsection{Weak friction}

On an infinite parabola an atom that runs off to the right never returns. In a real well it meets the far wall, and it must lose energy to settle. For $V=E_b(1-x^2/x_0^2)^2$, expansion about $x=0$ gives $\omega_b^2=4E_b/mx_0^2$. At energy $E_b$ the speed is $v=(x_0\omega_b/\sqrt2)\,q\sqrt{2-q^2}$ with $q=x/x_0$. To first order in $\gamma$, the energy lost to the drag force on a trip from the top to the wall and back is
\begin{equation}
\Delta E=2\gamma m\int_0^{\sqrt2x_0}v\,dx
=\sqrt2\,\gamma m x_0^2\omega_b\,\frac{2\sqrt2}{3}
=\frac{16}{3}\,\frac{\gamma}{\omega_b}\,E_b ,
\label{loss}
\end{equation}
where $\int_0^{\sqrt2}q\sqrt{2-q^2}\,dq=2\sqrt2/3$ and $mx_0^2=4E_b/\omega_b^2$ were used. The random force returns $\gamma k_BT$ per unit time on average; the trip time grows logarithmically as the energy approaches $E_b$. In the example below, an atom crossing with excess energy $k_BT$ needs about $6/\omega_b$ and gets back about one sixth of $\Delta E$, while its higher speed raises the drag loss by a similar amount. Both corrections shrink when $E_b\gg k_BT$ and are left out. The random force also spreads the energies, by about $\sqrt{2k_BT\,\Delta E}$, so $\Delta E$ sets a scale and not a sharp limit. If $\Delta E$ is well below $k_BT$, most atoms that came over the top still have enough energy to go back.

\section{The number: a vacancy hop at 1200 K}

Take $E_b=0.70$ eV, jump length $2x_0=0.256$ nm, mass 63.5 u and $T=1200$ K, so that $E_b/k_BT=6.769$. The friction is set to $\gamma=10$ ps$^{-1}$, and settled means an energy below $0.50E_b$, measured from the well bottom.

A harmonic well of angular frequency $\omega_0$ has $\int e^{-V/k_BT}dx=\sqrt{2\pi k_BT/m\omega_0^2}$. Dividing the flux by this single-well integral gives
\begin{equation}
k_{\rm harm}=\frac{\omega_0}{2\pi}e^{-E_b/k_BT}
=3.627\ \mathrm{THz}\times e^{-6.769}=4.17\ \mathrm{ns}^{-1}.
\end{equation}
With the full well integral the TST rate is $4.17/1.035=4.03$ ns$^{-1}$.

An equilibrium simulation of 5000 atoms for 80 ps each covers 400 ns of atom time. Both directions are counted; with populations of 1/2 each, the total per atom and time is the rate itself. There were 1576 crossings, or $3.94\pm0.12$ ns$^{-1}$, in agreement with the flux formula. There were 1157 hops, or $2.89\pm0.09$ ns$^{-1}$, clearly below it. Of these hops, 1116 crossed once, 38 three times and 3 more often. The hops used 1245 crossings, 88 more than their number, while failed attempts used 328. In this case TST errs mainly by counting failures, less by counting hops repeatedly.

Separate trajectories started on the surface gave $P_+=0.867$ and $P_-=0.129$, hence $\kappa=0.738\pm0.002$ and
\begin{equation}
k=0.738\times4.03\ \mathrm{ns}^{-1}=2.97\ \mathrm{ns}^{-1}
=2.97\times10^{9}\ \mathrm{s}^{-1}.
\end{equation}
This agrees with the direct count within its error. TST is too high by a factor of 1.35 to 1.36. Halving the time step or requiring the atom to settle below $0.30E_b$ gave changes in $\kappa$ of $-0.005$ and $-0.004$, each with a statistical error of 0.003. Both runs give $\kappa\approx0.734$, so the third digit is not settled and $k$ is 2.95 to 2.97 ns$^{-1}$.

Now move the surface to $x=-0.30x_0$, keeping everything else fixed. There $V/E_b=(1-0.09)^2=0.828$, and the TST rate rises by $e^{6.769\times0.172}=3.2$ to 12.9 ns$^{-1}$. Most forward crossings now fall back: $\kappa=0.231$. The product is $2.98\pm0.03$ ns$^{-1}$, the same hop rate as before.

Changing the friction alone, with the surface at the top, gives $\kappa=0.145\pm0.010$, 0.480, 0.788, 0.738 and 0.284 for $\gamma=0.2$, 1, 3, 10 and 50 ps$^{-1}$. With $\omega_b=16.1$ ps$^{-1}$, equation (\ref{kramers}) predicts 0.74 at 10 ps$^{-1}$ and 0.29 at 50 ps$^{-1}$, close to the simulation. At 0.2 ps$^{-1}$ it predicts 0.99 and fails, because settling is now the bottleneck: (\ref{loss}) gives a loss of $0.066E_b$, about $0.45k_BT$, per trip. The settling level was varied above only at 10 ps$^{-1}$. At 3 ps$^{-1}$ and below, an atom at $0.50E_b$ can still climb back over the top, and requiring deeper settling lowers $\kappa$ by up to about 0.01. The TST rate is the same in all five cases.

\section{Where the bound stops}

The bound belongs to full classical TST on the same potential. Harmonic TST replaces the well integral and can err either way. Here it lies 3.5\% above full TST. For a stiffened well $E_b(4y^2+50y^4)$, with $y$ the displacement in units of $x_0$ and the same barrier height (this well reaches $E_b$ at $y=0.33$, and only the well integrals are compared), it is 0.85 times full TST. It would then lie below the exact rate if $\kappa$ for that potential exceeded 0.85. The values of $\kappa$ above belong to the original potential and do not decide this.

Quantum motion removes the bound altogether. A parabolic barrier transmits with probability $1/(1+e^{-2\pi E/\hbar\omega_b})$ at energy $E$ relative to its top. With $\epsilon=E/k_BT$, $a=2\pi k_BT/\hbar\omega_b>1$ and $y=e^{-a\epsilon}$, the thermal average relative to the classical one is
\begin{equation}
\int_{-\infty}^{\infty}\frac{e^{-\epsilon}\,d\epsilon}{1+e^{-a\epsilon}}
=\frac1a\int_0^\infty\frac{y^{1/a-1}}{1+y}\,dy
=\frac{\pi/a}{\sin(\pi/a)}>1 .
\end{equation}
Replacing the classical well by harmonic levels gives a further factor $\sinh(z)/z>1$, with $z=\hbar\omega_0/2k_BT$, because the quantum partition function of the well, $1/(2\sinh z)$, is smaller than the classical one, $1/(2z)$. Together they add 0.13\% here, far too little to offset $\kappa$. The leading corrections grow as $1/(mT^2)$, so light atoms at low temperature can exceed the classical TST rate.

The barrier, jump length and mass are rough values for copper, and 1200 K is a high annealing temperature, below melting. The friction is a chosen value, not one derived for copper. Giving it a memory of 0.02 ps, roughly the inverse angular frequency of the fastest lattice vibrations, raises $\kappa$ to 0.78. The assumption that a real crystal breaks most plainly is the single coordinate: neighbouring atoms relax, and their vibrational entropy changes by some $\Delta S$ between site and saddle. This multiplies the rate by $e^{\Delta S/k_B}$, a factor 2.7 for $\Delta S=k_B$, so 2.97 ns$^{-1}$ is a model result and not a prediction for copper. A barrier error matters too: with $k_BT=0.70/6.769=0.103$ eV, an error of 0.05 eV changes the rate by a factor 1.6, in either direction. A TST rate computed from first principles can thus fall below the true one through its inputs, though not through recrossing. The numerical output follows.

\section*{Calculated quantities}
\begin{verbatim}
barrier: 0.70 eV
jump length: 0.256 nm
atomic mass: 63.5 u
temperature: 1200 K
barrier / kT: 6.769
friction: 10.0 1/ps
well frequency: 3.627 THz
barrier angular frequency: 16.11 rad/ps
settled below: 0.50 of barrier energy
TST rate, surface at top: 4.025 1/ns
simulated atoms: 5000; time each: 80 ps
all crossings, both directions: 1576
settled hops, both directions: 1157
hops with 1 crossing: 1116
hops with 3 crossings: 38
hops with 5 or more crossings: 3
failed attempts with 2 crossings: 126
failed attempts with 4 or more: 19
crossings within hops: 1245
crossings within failed attempts: 328
crossings in unfinished segments: 3
counted crossing rate: 3.940 +/- 0.120 1/ns
counted hop rate: 2.893 +/- 0.086 1/ns
top surface P+: 0.8669; P-: 0.1285
top surface kappa: 0.7384 +/- 0.0024
top surface kappa*k_TST: 2.972 1/ns
TST overestimate factor, top: 1.354
displaced surface x/x0: -0.30
displaced surface x: -0.0384 nm
displaced TST rate: 12.887 1/ns
displaced P+: 0.2326; P-: 0.0016
displaced kappa: 0.2309 +/- 0.0021
displaced kappa*k_TST: 2.976 +/- 0.027 1/ns
friction 0.2 1/ps: kappa 0.145 +/- 0.010
friction 1.0 1/ps: kappa 0.480 +/- 0.005
friction 3.0 1/ps: kappa 0.788 +/- 0.003
friction 10.0 1/ps: kappa 0.738 +/- 0.002
friction 50.0 1/ps: kappa 0.284 +/- 0.004
kappa shift, time step halved: -0.0047 +/- 0.0034
kappa shift, settled below 0.30: -0.0040 +/- 0.0034
friction memory time: 0.020 ps
kappa with memory: 0.7779 +/- 0.0022
harmonic TST rate: 4.166 1/ns
harmonic / full TST: 1.0349
harmonic / full TST, stiffened well: 0.8455
tunnelling factor: 1.000439
quantized-well factor: 1.000877
combined quantum factor: 1.001316
\end{verbatim}
